# When ions and reactive neutrals etch faster together than separately

## Question

I am setting up a rate model for reactive-ion etching. My picture is that two processes run side by side. Reactive neutrals turn surface atoms into a volatile product, which leaves by itself, and energetic ions knock atoms out by sputtering. Since the two beams do different things, I planned to calibrate each one alone and add the results.

With my round model parameters, neutrals alone etch at 2.86 nm/min and ions alone at 2.40 nm/min, so I would enter 5.26 nm/min for both together. The neutral flux, ion flux and temperature are the same in all three cases. Is the addition justified? If not, what decides how wrong it is, and can the error have either sign?

## Answer

The addition is not justified in general. The two beams act on the same surface sites, and the neutrals change what an ion finds when it lands. A rate measured with ions alone describes ions striking a surface without reacted sites, so it contains no information about how ions remove reacted material. The error can have either sign, and a site balance shows what decides it.

### The model

Let the surface have \(\sigma\) sites per unit area. A site becomes *ready* after taking up \(\nu\) reactive neutrals; its substrate atom can then leave as product. Let \(\theta\) be the ready fraction. All rates below are substrate atoms removed per area and time, in m\(^{-2}\) s\(^{-1}\), the natural unit here.

- Neutrals arrive with flux \(\Gamma_n\). At an unready site each is taken up with probability \(s\); at a ready site none is.
- A fully ready surface loses product thermally at rate \(K\).
- An ion removes on average \(Y_e\) atoms from a fully ready surface and \(Y_0\) from an unready one. The ion flux is \(\Gamma_i\).
- Losing product exposes a fresh, empty site. Physical sputtering of an unready site leaves its adsorbed neutrals on the surface.

The coefficients \(s\), \(K\), \(Y_e\) and \(Y_0\) are taken as independent of the fluxes. The ions are not themselves reactive, and there is no passivating film or redeposition. Three combinations recur:

\[
a=\frac{s\Gamma_n}{\nu},\qquad b=Y_e\Gamma_i,\qquad p=Y_0\Gamma_i .
\]

Here \(a\) is the largest product rate the neutrals can feed, \(b\) is the rate at which ions would strip a fully ready surface, and \(p\) is the sputtering rate of an unready surface.

### The ready fraction

Count adsorbed neutrals. They arrive on the unready fraction at the rate \(s\Gamma_n(1-\theta)\). Product leaves at the rate \((K+b)\theta\), and each product carries away \(\nu\) neutrals. In the steady state gain equals loss:

\[
s\Gamma_n(1-\theta)=\nu(K+b)\theta .
\]

Dividing by \(\nu\) gives \(a(1-\theta)=(K+b)\theta\), hence

\[
\theta=\frac{a}{a+K+b},\qquad 1-\theta=\frac{K+b}{a+K+b}.
\]

One impact may clear several neighbouring sites. This does not spoil the balance: the mean removal is a sum over struck sites, and each contributes according to its own probability of being ready. Correlations between neighbours change the fluctuations, but not this mean, as long as ions land uniformly and the yield per site depends on that site alone.

### The three rates

With neutrals alone, \(b=p=0\), so

\[
\theta_n=\frac{a}{a+K},\qquad R_n=K\theta_n=\frac{aK}{a+K}.
\]

With ions alone, nothing makes new ready sites. In the steady state \(\theta=0\) and

\[
R_i=p .
\]

With both beams, ready sites lose atoms thermally and by ion impact, while unready sites are sputtered:

\[
R=(K+b)\theta+p(1-\theta).
\]

Inserting the two fractions gives

\[
R=\frac{(K+b)a+p(K+b)}{a+K+b}=\frac{(a+p)(K+b)}{a+K+b}.
\]

### The excess over the sum

Define \(\Delta=R-R_n-R_i\). The term \(p\) in \(R\) cancels \(R_i\), which leaves

\[
\Delta=(K+b)\theta-K\theta_n-p\theta .
\]

Write \(A=a+K\) and combine the first two terms:

\[
\frac{a(K+b)}{A+b}-\frac{aK}{A}
=\frac{a\left[(K+b)A-K(A+b)\right]}{A(A+b)}
=\frac{ab(A-K)}{A(A+b)} .
\]

Since \(A-K=a\), this equals

\[
\frac{a}{A+b}\,\frac{a}{A}\,b=\theta\,\theta_n\,b .
\]

Therefore

\[
\boxed{\Delta=\theta(\theta_n b-p)=\theta\,\Gamma_i\,(\theta_nY_e-Y_0)}
\]

Three effects are contained in this result. Ions remove product at the rate \(b\theta\). Some of that product would have left thermally anyway: because \(\theta<\theta_n\), the thermal channel falls by

\[
K(\theta_n-\theta)=K\,\frac{ab}{A(A+b)}=\theta b\,\frac{K}{A}=\theta b(1-\theta_n).
\]

Finally, ready sites are not available for bare-surface sputtering, which costs \(p\theta\). Gain minus the two losses is \(\theta b-\theta b(1-\theta_n)-p\theta=\Delta\). So even the thermal channel does not keep the value it had alone.

### When is there synergy?

For nonzero fluxes, \(\Delta>0\) exactly when \(\theta_nY_e>Y_0\). It is not enough that ions remove ready material more easily than unready material. The neutrals must also leave enough ready sites waiting on the surface. For \(Y_e>Y_0\), insert \(\theta_n\):

\[
\frac{aY_e}{a+K}>Y_0
\quad\Longleftrightarrow\quad
K<K_c=a\left(\frac{Y_e}{Y_0}-1\right).
\]

The threshold \(K_c\) does not contain the ion flux. Above it, spontaneous etching leaves too few ready sites waiting for an ion, and the combined rate falls below the sum. The deficit is smaller than \(p\theta\), because the other term in \(\Delta\) is positive.

### Your numbers

These are round model values, not those of a named material:

- \(\Gamma_n=10^{21}\) and \(\Gamma_i=2\times10^{19}\) m\(^{-2}\) s\(^{-1}\)
- \(s=0.2\), \(\nu=4\), \(Y_e=2\), \(Y_0=0.1\)
- \(K=2.5\times10^{18}\) m\(^{-2}\) s\(^{-1}\)

In units of \(10^{18}\) m\(^{-2}\) s\(^{-1}\),

\[
a=\frac{0.2\times1000}{4}=50,\qquad b=2\times20=40,\qquad p=0.1\times20=2 .
\]

The ready fractions are

\[
\theta_n=\frac{50}{52.5}=0.952,\qquad
\theta=\frac{50}{50+2.5+40}=0.541 .
\]

The rates, in the same units, are

\[
R_n=2.5\times0.952=2.38,\qquad R_i=2,\qquad
R=\frac{52\times42.5}{92.5}=23.9 .
\]

For a substrate with \(5\times10^{28}\) atoms per m\(^3\), a rate of \(10^{18}\) m\(^{-2}\) s\(^{-1}\) corresponds to

\[
\frac{10^{18}}{5\times10^{28}}\ \text{m/s}=2\times10^{-11}\ \text{m/s}=1.2\ \text{nm/min}.
\]

The combined speed is thus 28.7 nm/min, against the additive 5.26 nm/min: a factor of 5.45. The excess formula gives the same difference directly:

\[
\Delta=0.5405\times20\times(0.9524\times2-0.1)=19.5,
\]

or 23.4 nm/min.

The composition of \(R\) shows where the material goes. Ion-assisted product removal is \(b\theta=21.6\), thermal loss is \(K\theta=1.35\), and sputtering of unready sites is \(p(1-\theta)=0.92\). About nine tenths of the removal belongs to a channel that is absent from both separate experiments.

Dividing the total rate by the ion flux gives 1.19 atoms per ion, about twelve times \(Y_0\). This apparent yield is not a property of the ion and substrate alone. It depends on \(\theta\), hence on the neutral flux, and it includes the small thermal part.

### What happens at higher thermal loss

Now raise only \(K\), keeping the fluxes and yields.

At \(K=5\times10^{19}\) m\(^{-2}\) s\(^{-1}\), \(\theta_n=0.5\). Neutrals alone already etch at 30 nm/min, the sum is 32.4 nm/min, and the combined speed is 40.1 nm/min. Synergy remains, but it is now a 24% correction to the sum.

The threshold is \(K_c=50\times(20-1)=950\) in the units above, or \(9.5\times10^{20}\) m\(^{-2}\) s\(^{-1}\). At \(K=2\times10^{21}\) m\(^{-2}\) s\(^{-1}\), beyond it, \(\theta_n=0.0244\) and \(\theta_nY_e=0.049<Y_0\). The sum is 60.94 nm/min and the combined speed 60.91 nm/min. The deficit of 0.03 nm/min has no practical weight, but its sign shows that the condition is a real one. With these yields the deficit stays below half a percent of the sum for any \(K>K_c\) and any ion flux, so there your additive model would be a good approximation. When \(Y_0\) is closer to \(Y_e\) the deficit is larger: it can reach 6% for \(Y_0/Y_e=0.6\) and nearly 10% for \(0.9\).

### How far can the excess grow?

Since \((K+b)/(a+K+b)<1\), the total obeys \(R<a+p\): neutral supply plus bare-surface sputtering. Here that ceiling is 62.4 nm/min. Ions speed up the use of adsorbed neutrals, but they do not create neutrals.

The series character is clearest when each beam alone does nothing, \(K=p=0\). Then

\[
R=\frac{ab}{a+b},\qquad \frac1R=\frac1a+\frac1b .
\]

Supply and removal act like two resistances in series, and the slower step sets the pace. Both separate rates are zero, yet the combined rate is not. No rule that uses only the separate rates could recover it.

For the general case, put \(r=Y_0/Y_e\), so that \(p=rb\). The excess becomes

\[
\Delta=\frac{ab(\theta_n-r)}{a+K+b}.
\]

At small ion flux it is proportional to \(\Gamma_i\). At large ion flux it saturates at \(a(\theta_n-r)\), because every ready site is then cleared almost as soon as it forms.

The enhancement \(E=R/(R_n+R_i)\) behaves differently, since its denominator grows with ion flux. For \(\theta_n>r\),

\[
E-1=\frac{ab(\theta_n-r)}{(A+b)(R_n+rb)} .
\]

Divide numerator and denominator by \(b\), and use \(AR_n=aK\):

\[
E-1=\frac{a(\theta_n-r)}{aK/b+R_n+rA+rb}.
\]

Only \(aK/b+rb\) depends on the ion flux. Two positive numbers with a fixed product have the smallest sum when they are equal, so for \(K>0\) and \(r>0\) the optimum is at

\[
\frac{aK}{b_*}=rb_*
\quad\Longrightarrow\quad
b_*=\sqrt{\frac{aK}{r}} .
\]

The smallest sum is \(2\sqrt{raK}\). Since \(R_n\,rA=raK\), the denominator is then a perfect square:

\[
E_{\max}=1+\frac{a(\theta_n-r)}{\left(\sqrt{R_n}+\sqrt{rA}\right)^2}.
\]

With \(r=0.05\), \(b_*=\sqrt{50\times2.5/0.05}=50\), so the best ion flux is \(2.5\times10^{19}\) m\(^{-2}\) s\(^{-1}\) and \(E_{\max}=5.51\). Your flux is already close to this optimum. It maximizes the ratio to the additive prediction, not the etch speed: for these parameters the speed still rises when more ions are added.

### Separating the beams in time

A useful control keeps both beams but removes their overlap. Expose the surface to neutrals for a time \(t\), then to ions for the same time \(t\), each at its original flux, and repeat. Divide the removal per pair of phases by \(t\). If each beam etched at its own steady rate while it was on, and not otherwise, this quantity would be \(R_n+R_i\) for every \(t\). In the site model, stored product also leaves thermally after the neutrals are switched off, so part of any excess over this sum can arise without ion impact.

For long phases, each beam spends nearly all its time in its own steady state, and the result approaches \(R_n+R_i\). For very short phases, the surface responds to time-averaged fluxes. Both fluxes are halved, while thermal loss acts throughout the duration \(2t\). The removal divided by \(t\) is therefore

\[
2\,\frac{\left(\frac a2+\frac p2\right)\left(K+\frac b2\right)}{\frac a2+K+\frac b2}
=\frac{(a+p)(2K+b)}{a+2K+b}
=\frac{52\times45}{95}=24.6,
\]

or 29.6 nm/min. This slightly exceeds the simultaneous 28.7 nm/min because thermal loss has twice as long to act for the same beam doses. To see how much thermal loss alone contributes, leave the ions off: setting \(b=p=0\) gives \(2aK/(a+2K)=250/55=4.55\), or 5.45 nm/min. Adding 2.40 nm/min for the ions gives only 7.85 nm/min, so most of the 29.6 nm/min is still due to the beams acting together.

With \(\sigma=10^{19}\) m\(^{-2}\), the computed values are:

| Phase duration | Removal divided by \(t\) |
|---|---|
| 0.001 s | 29.6 nm/min |
| 1 s | 15.5 nm/min |
| 10 s | 6.29 nm/min |
| 100 s | 5.36 nm/min |

The doses per unit phase time are the same in every row. What changes is how often the stored layer is renewed and then removed, by ions or by thermal loss.

The last row still lies 0.10 nm/min above the sum. Over 100 s this is about 0.17 nm per pair. The neutral phase leaves a ready layer equivalent to \(\theta_n\sigma/(5\times10^{28}\ \text{m}^{-3})=0.19\) nm, and this layer leaves during the following ion phase, mostly by ion impact. With the ions off it would also leave, thermally, with a lifetime \(\sigma/K=4\) s. The small excess at 100 s is therefore not evidence of synergy. Nearly the same holds at 10 s: leaving the ions off and adding 2.40 nm/min gives 6.26 nm/min, against 6.29 in the table. At 1 s the same control gives only 7.7 nm/min, against 15.5. Long separation limits the excess over the sum to about one stored layer per pair; simultaneous exposure keeps renewing that layer.

### Consequence for a trench

Suppose the trench floor receives both beams, while an ideal vertical sidewall receives the same neutral flux and no ions. The floor-to-sidewall speed ratio is then \(R/R_n=28.67/2.857=10.0\). Your additive model would give \(5.257/2.857=1.84\), so it would predict a far more rounded-out profile than the site model does. In a real deep trench both fluxes vary with depth, and grazing ions may reach the walls; the local fluxes must then be found first.

### What the model leaves open

The site model does not explain why \(Y_e\) exceeds \(Y_0\). Bond damage, ion-driven reaction and easier ejection of weakly bound product could all be represented by the same average yield. Rate data of this kind do not tell them apart.

The assumption that sputtering leaves adsorbed neutrals behind matters little here. If each sputtering event at a partly filled site also strips its neutrals, the combined speed drops from 28.7 to 28.5 nm/min. Other omissions can matter more. A passivating film that ions must first remove would require further surface states, and the boxed result need no longer apply as written. Yields that depend on the ion flux alone leave that result valid at each flux, but the threshold \(K_c\) can then vary with ion flux, and the formula for the optimum no longer holds in general.

The formulas for the rates, excess, threshold and optimum were tested against a master equation that follows the filling of a site neutral by neutral. A random-event simulation in which each ion strikes two neighbouring sites gave 28.8 nm/min for both beams, 2.925 for neutrals alone and 2.40 for ions alone. The neutral-only value is 2.4% above the formula, within the 5% tolerance set for that finite sample. The numerical output follows below.

For your process model, keep the two calibrations, but add measurements with both beams on. With known fluxes, the separate rates give \(R_n\) and \(Y_0\). They determine neither \(Y_e\) nor the separate values of \(a\) and \(K\). To separate \(a\) from \(K\), measure neutrals alone at two neutral fluxes, far enough apart that \(R_n\) changes clearly. Since \(1/R_n=1/a+1/K\) and \(a\) is proportional to \(\Gamma_n\), the two rates give both coefficients, provided \(K\) does not depend on the neutral flux. With your numbers \(R_n\) is close to saturation, so the second flux must be much lower. If each rate is uncertain by 2%, halving the flux leaves the final \(Y_e\) anywhere between 1.2 and 6.3, while a tenfold reduction confines it to 1.8–2.2. One combined measurement then fixes \(b\), and hence \(Y_e\), because \(R\) always rises with \(b\) when \(a\), \(K\) and \(p\) are fixed. Combined measurements at other fluxes test whether the coefficients really are constant.

The constancy of \(K\) is the assumption to test first. It gives \(d\ln R_n/d\ln\Gamma_n=1-\theta_n\), and, from \(R<a+p\), \(E<a/R_n=1/(1-\theta_n)\). In this model a large enhancement therefore requires a neutral-only rate that is nearly saturated in flux. Real systems need not behave so: spontaneous etching of silicon by fluorine atoms is commonly reported as proportional to the fluorine flux, yet it is strongly enhanced by ions. If arriving neutrals themselves trigger product loss, so that \(K\propto\Gamma_n\), the steady-state formulas still hold at each flux but the two-flux inversion fails. It returns \(1/K=0\) and \(a=R_n\), hence a false ceiling equal to the additive 5.26 nm/min. In that case keep the neutral flux fixed and fit the coefficients to combined measurements at several ion fluxes.

## Calculated quantities

```
site density: 1e+19 m^-2
substrate atom density: 5e+28 m^-3
neutral flux: 1e+21 m^-2 s^-1
uptake probability s: 0.2
neutrals per product nu: 4
ion flux: 2e+19 m^-2 s^-1
ion yield, ready surface Ye: 2
ion yield, unready surface Y0: 0.1
thermal loss K: 2.5e+18 m^-2 s^-1
neutral supply limit a: 5e+19 m^-2 s^-1
ion removal capacity b: 4e+19 m^-2 s^-1
physical sputtering p: 2e+18 m^-2 s^-1
ready fraction, neutrals alone: 0.9524
ready fraction, both beams: 0.5405
R neutrals alone: 2.381e+18 m^-2 s^-1
R ions alone: 2e+18 m^-2 s^-1
R both beams: 2.389e+19 m^-2 s^-1
excess: 1.951e+19 m^-2 s^-1
etch speed, neutrals alone: 2.857 nm/min
etch speed, ions alone: 2.4 nm/min
etch speed, additive prediction: 5.257 nm/min
etch speed, both beams: 28.67 nm/min
excess etch speed: 23.41 nm/min
upper bound a+p as speed: 62.4 nm/min
enhancement over additive prediction: 5.454
apparent atoms removed per ion, both beams: 1.195
speed if sputtering strips neutrals: 28.49 nm/min
floor/sidewall ratio, site model: 10.03
floor/sidewall ratio, additive picture: 1.84
optimum ion flux: 2.5e+19 m^-2 s^-1
largest enhancement: 5.509
threshold thermal loss: 9.5e+20 m^-2 s^-1
K=5.0e+19 m^-2 s^-1, neutral-only ready fraction: 0.5
K=5.0e+19 m^-2 s^-1, neutrals alone: 30 nm/min
K=5.0e+19 m^-2 s^-1, both beams: 40.114 nm/min
K=5.0e+19 m^-2 s^-1, additive: 32.4 nm/min
K=5.0e+19 m^-2 s^-1, excess: 7.714 nm/min
K=2.0e+21 m^-2 s^-1, neutral-only ready fraction: 0.02439
K=2.0e+21 m^-2 s^-1, neutrals alone: 58.54 nm/min
K=2.0e+21 m^-2 s^-1, both beams: 60.907 nm/min
K=2.0e+21 m^-2 s^-1, additive: 60.937 nm/min
K=2.0e+21 m^-2 s^-1, excess: -0.02941 nm/min
random events, both beams: 28.76 nm/min
random events, neutrals alone: 2.925 nm/min
random events, ions alone: 2.403 nm/min
alternating, phase 0.001 s, removal/phase time: 29.56 nm/min
alternating, phase 1 s, removal/phase time: 15.46 nm/min
alternating, phase 10 s, removal/phase time: 6.292 nm/min
alternating, phase 100 s, removal/phase time: 5.361 nm/min
alternating, short-phase limit: 29.56 nm/min
alternating, long-phase slope: 5.257 nm/min
```
